# Detailed balance between phonon-assisted absorption and luminescence in indirect semiconductors, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: counting phonons and carriers channel by channel

### Definitions and conventions

A photon has energy $E$, and a phonon of the mode under discussion has energy $\hbar\Omega$. The photon number in one optical mode is $N$, the phonon number is $n$, and its thermal mean is $\bar n$. The refractive index is $n_r$ and the photon group velocity is $v_g$. A valence state $v$ has energy $E_v$, and a conduction state $c$ has energy $E_c$. The band gap is $E_g$.

Electrons in the conduction band are in equilibrium among themselves with quasi-Fermi level $F_n$, and those in the valence band with $F_p$. The splitting is $\Delta\mu=F_n-F_p$. Carriers and phonons share one temperature $T$ unless stated otherwise. The occupation probabilities are

$$f_c=\frac{1}{e^{(E_c-F_n)/kT}+1},\qquad f_v=\frac{1}{e^{(E_v-F_p)/kT}+1}.$$

In an indirect semiconductor the band extrema lie at different crystal momenta. A photon carries too little momentum to connect them, so a phonon takes part. The label $\tau=+1$ marks the channel in which the upward transition absorbs a phonon, and $\tau=-1$ the one in which it emits a phonon. In both cases

$$E_c-E_v=E+\tau\hbar\Omega. \tag{1}$$

The reverse of a $\tau=+1$ absorption takes the electron from $c$ to $v$, emits a photon of energy $E$, and emits a phonon into the mode from which one was absorbed. Equation (1) holds for both directions. The partner of phonon-absorbing absorption is therefore phonon-emitting luminescence. For $\tau=-1$ the partners are phonon-emitting absorption and phonon-absorbing luminescence.

Let $\alpha_\uparrow$ be the absorption coefficient from upward transitions alone, and $\alpha_\downarrow$ the coefficient of stimulated emission. The net interband coefficient is $\alpha=\alpha_\uparrow-\alpha_\downarrow$. The internal spontaneous emission rate per volume, time and photon energy is $r(E)$. The two relations to be derived are

$$\alpha_\downarrow=\alpha_\uparrow\,e^{-(E-\Delta\mu)/kT}, \tag{2}$$

$$r(E)=\frac{n_r^2E^2}{\pi^2\hbar^3c^2}\,\frac{\alpha(E)}{e^{(E-\Delta\mu)/kT}-1}. \tag{3}$$

In the prefactor, $c$ is the speed of light. Equation (3) is the van Roosbroeck–Shockley relation, written for a nonzero quasi-Fermi splitting.

### One strength for both directions

The couplings of electrons to one photon mode and one phonon mode are

$$H_{\rm opt}=\sum_{ij}d_{ij}\,c_i^\dagger c_j\,a+\text{h.c.},\qquad H_{\rm ph}=\sum_{ij}g_{ij}\,c_i^\dagger c_j\,b+\text{h.c.}$$

Here $a$ and $b$ remove a photon and a phonon, and $c_j$ removes an electron from level $j$. This derivation works at lowest order: once in each coupling.

Take $\tau=+1$. The electron passes through an intermediate level $m$, which is first taken to be empty. If the photon is absorbed first, the initial energy minus the intermediate energy is $E_v+E-E_m$. If the phonon is absorbed first, it is $E_v+\hbar\Omega-E_m$. Removing one quantum gives factors $\sqrt N$ and $\sqrt n$. The upward amplitude is therefore

$$\mathcal A_\uparrow=\sqrt{Nn}\,M,\qquad M=\sum_m\left[\frac{g_{cm}d_{mv}}{E_v+E-E_m}+\frac{d_{cm}g_{mv}}{E_v+\hbar\Omega-E_m}\right]. \tag{4}$$

Now start in $c$, again with $N$ photons and $n$ phonons. If the phonon is emitted first, the couplings are $g_{cm}^*$ and then $d_{mv}^*$. The energy difference, with equation (1), is

$$E_c-E_m-\hbar\Omega=E_v+E-E_m.$$

This is the first denominator in $M$. If the photon is emitted first, the difference is

$$E_c-E_m-E=E_v+\hbar\Omega-E_m,$$

which is the second denominator. Adding one quantum gives $\sqrt{N+1}$ and $\sqrt{n+1}$, so

$$\mathcal A_\downarrow=\sqrt{(N+1)(n+1)}\,M^*. \tag{5}$$

The common strength $|M|^2$ follows from hermiticity and energy conservation. Time-reversal symmetry of the crystal was not used.

In a real crystal many levels $m$ are occupied valence states. The first term of $M$ must then be built in the other order: the electron in $m$ first goes to $c$ by absorbing the phonon, and the electron in $v$ then fills $m$ by absorbing the photon. The new denominator is

$$E_m+\hbar\Omega-E_c=-(E_v+E-E_m).$$

The operator product also changes sign. For $m$ empty,

$$c_c^\dagger c_m\,c_m^\dagger c_v=c_c^\dagger(1-c_m^\dagger c_m)c_v=+c_c^\dagger c_v .$$

For $m$ full, moving operators of different levels past each other gives

$$c_m^\dagger c_v\,c_c^\dagger c_m=-c_m^\dagger c_c^\dagger c_v c_m=c_c^\dagger c_m^\dagger c_v c_m=-c_c^\dagger c_v\,c_m^\dagger c_m=-c_c^\dagger c_v .$$

The two minus signs cancel. The second term of $M$ behaves in the same way, with the roles of photon and phonon exchanged. The strength does not depend on whether $m$ is occupied.

For $\tau=-1$, the upward transition uses the part of $H_{\rm ph}$ with $b^\dagger$. One replaces $g_{ij}$ by $g_{ji}^*$ and $\hbar\Omega$ by $-\hbar\Omega$ in $M$. The number factors in the rates become $N(n+1)$ upward and $(N+1)n$ downward.

A numerical test used four electron levels with random complex couplings. The photon energy was 1.10 eV and the phonon energy 0.06 eV. The lower level of the transition was at 0, two further levels were at 3.4 and −2.0 eV, and the upper level was set by equation (1). All second-order paths were summed for $N$ and $n$ from 1 to 3, both values of $\tau$, and every occupation of the two further levels. For each $\tau$, the upward and downward strengths divided by their number factors agreed, with a largest spread of about $5\times10^{-14}$ relative to their mean.

### Bose factors and Fermi factors

Thermal phonon numbers have probabilities $p_n=(1-x)x^n$ with $x=e^{-\hbar\Omega/kT}$. Since $\sum_n nx^n=x/(1-x)^2$,

$$\bar n=\frac{x}{1-x}=\frac{1}{e^{\hbar\Omega/kT}-1},\qquad \bar n+1=\frac{1}{1-x},\qquad \frac{\bar n+1}{\bar n}=e^{\hbar\Omega/kT}. \tag{6}$$

Let $\beta_\tau$ be the mean phonon factor of the upward transition and $\gamma_\tau$ that of the downward one:

$$\beta_+=\bar n,\quad\gamma_+=\bar n+1;\qquad \beta_-=\bar n+1,\quad\gamma_-=\bar n .$$

Both cases are contained in $\gamma_\tau/\beta_\tau=e^{\tau\hbar\Omega/kT}$.

An upward transition needs $v$ full and $c$ empty. For free carriers these conditions are independent and have probability $f_v(1-f_c)$. A downward transition has the factor $f_c(1-f_v)$. From the Fermi functions,

$$\frac{f_c}{1-f_c}=e^{-(E_c-F_n)/kT},\qquad \frac{1-f_v}{f_v}=e^{(E_v-F_p)/kT}.$$

Multiplying these and using equation (1) gives

$$\frac{f_c(1-f_v)}{f_v(1-f_c)}=e^{-(E_c-E_v-\Delta\mu)/kT}=e^{-(E+\tau\hbar\Omega-\Delta\mu)/kT}. \tag{7}$$

The golden rule gives an upward rate $NG_\uparrow$ and a downward rate $(N+1)G_\downarrow$ for the chosen photon mode, where

$$G_\uparrow=\frac{2\pi}{\hbar}\sum_{vc}|M|^2\beta_\tau f_v(1-f_c)\,\delta(E_c-E_v-E-\tau\hbar\Omega),$$

$$G_\downarrow=\frac{2\pi}{\hbar}\sum_{vc}|M|^2\gamma_\tau f_c(1-f_v)\,\delta(E_c-E_v-E-\tau\hbar\Omega).$$

For every pair in the sum, the downward term divided by the upward term is

$$e^{\tau\hbar\Omega/kT}\,e^{-(E+\tau\hbar\Omega-\Delta\mu)/kT}=e^{-(E-\Delta\mu)/kT}. \tag{8}$$

The phonon energy has cancelled. The ratio is the same for all pairs, so it can be taken outside the sum: $G_\downarrow=G_\uparrow e^{-(E-\Delta\mu)/kT}$. It is also the same for every phonon branch and both values of $\tau$, so the relation survives summation over channels.

The cancellation has a direct meaning. In the $\tau=+1$ channel the electron pair has energy $E+\hbar\Omega$, more than the photon. The Fermi ratio (7) is therefore smaller by $e^{-\hbar\Omega/kT}$ than it would be for a pair of energy $E$. Phonon emission is more probable than phonon absorption by the inverse factor.

### From mode rates to the emission spectrum

Upward transitions remove photons and downward transitions add them:

$$\frac{dN}{dt}=-NG_\uparrow+(N+1)G_\downarrow=-N(G_\uparrow-G_\downarrow)+G_\downarrow. \tag{9}$$

A photon travels a distance $v_g\,dt$ in time $dt$. Hence $\alpha_\uparrow=G_\uparrow/v_g$ and $\alpha_\downarrow=G_\downarrow/v_g$, which proves equation (2). The last term in equation (9) is spontaneous emission into one mode.

With two polarisations, the number of photon modes per volume in an interval $dk$ is $2\cdot4\pi k^2dk/(2\pi)^3=k^2dk/\pi^2$. Since $dE/dk=\hbar v_g$, the mode density per energy is $D=k^2/(\pi^2\hbar v_g)$. With $k=n_rE/(\hbar c)$,

$$\Phi(E)\equiv Dv_g=\frac{k^2}{\pi^2\hbar}=\frac{n_r^2E^2}{\pi^2\hbar^3c^2}. \tag{10}$$

The group velocity has cancelled, so the ordinary index appears even in a dispersive medium. As a test, box modes were counted between 1.05 and 1.15 eV for $n_r=3.5+0.3(E/\text{eV}-1.1)$. The count multiplied by the group velocity was 0.998 of equation (10) at 1.1 eV.

For a cubic crystal with isotropic optical response, all modes at energy $E$ have the same $\alpha_\downarrow$. Therefore $r=DG_\downarrow=\Phi\alpha_\downarrow$. Write $u=(E-\Delta\mu)/kT$. Equation (2) gives $\alpha=\alpha_\uparrow(1-e^{-u})$, so

$$\alpha_\downarrow=\alpha_\uparrow e^{-u}=\frac{\alpha\,e^{-u}}{1-e^{-u}}=\frac{\alpha}{e^u-1}.$$

Multiplication by $\Phi$ gives equation (3). At $E=\Delta\mu$ the numerator and denominator both vanish, and the finite limit is $r=\Phi\alpha_\uparrow$.

### Parabolic bands and the two thresholds

Let $\varepsilon$ be the electron energy above the conduction edge and $h$ the hole energy below the valence edge. Then $E_c-E_v=E_g+\varepsilon+h$, and equation (1) fixes the sum

$$\varepsilon+h=W_\tau=E-E_g+\tau\hbar\Omega .$$

The channel is closed for $W_\tau<0$. Near the edges, $|M|^2$ and $\hbar\Omega$ are taken as constant within a phonon branch. Parabolic bands have state densities proportional to $\sqrt\varepsilon$ and $\sqrt h$. With $\varepsilon=W\sin^2\theta$,

$$\int_0^W\!\sqrt{\varepsilon(W-\varepsilon)}\,d\varepsilon=2W^2\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi W^2}{8}.$$

The last integral is $\pi/16$, because $\sin^2\theta\cos^2\theta=\tfrac14\sin^22\theta$. At low injection, which here means only that both bands are non-degenerate, $f_v(1-f_c)\approx1$, so

$$\alpha_{\uparrow,\tau}=A\,\beta_\tau W_\tau^2 , \tag{11}$$

where $A$ contains the constants of the branch.

The example uses rough silicon-like values: $T=300$ K, $kT=25.85$ meV, $E_g=1.12$ eV and $n_r=3.5$. There is an optical phonon of 58 meV and an acoustic phonon of 18 meV with one tenth of its strength $A$. A total absorption of 10 cm⁻¹ at 1.17 eV fixes $A=4883$ cm⁻¹ eV⁻² for the optical branch. The splitting is $\Delta\mu=0.70$ eV.

For the optical phonon, $\bar n=0.1187$. At $E=1.20$ eV,

$$\alpha_{\uparrow,+}=4883\times0.1187\times0.138^2=11.0\ \text{cm}^{-1},$$

$$\alpha_{\uparrow,-}=4883\times1.1187\times0.022^2=2.64\ \text{cm}^{-1}.$$

For $\tau=+1$, the Fermi ratio (7) is $4.227\times10^{-10}$ and the Bose ratio (6) is 9.427. Their product is $3.98\times10^{-9}$, equal to $e^{-(1.20-0.70)/0.02585}$ when the unrounded $kT$ is used. The other three channels have the same ratio.

Suppose one instead paired phonon-emitting luminescence with phonon-emitting absorption. At 1.20 eV, the actual luminescence would exceed the rate so predicted by a factor $11.0347/2.6429=4.18$. At 1.12 eV the failure is complete. Phonon-emitting absorption by the optical phonon is closed there, since it starts at $1.12+0.058=1.178$ eV. The phonon-emitting luminescence is nevertheless $1.04\times10^{18}$ cm⁻³ s⁻¹ eV⁻¹. Its true partner has $\alpha_\uparrow=1.95$ cm⁻¹.

On cooling to 77 K, $\bar n$ for the optical phonon falls to $1.6\times10^{-4}$. Absorption below the gap by this phonon is then nearly frozen out, while the factor $\bar n+1$ of its partner stays close to one. The ratio of the two Bose factors is 6255. Equation (3) still connects the weak absorption to the luminescence, because the Fermi ratio contains the inverse factor.

## Second derivation: weighing whole states of the crystal

### Symbols and results carried over

The photon energy is $E$, the phonon energy $\hbar\Omega$, and $\Delta\mu=F_n-F_p$ is the quasi-Fermi splitting. One photon mode holding $N$ photons loses them at the rate $NG_\uparrow$ and gains them at the rate $(N+1)G_\downarrow$. The corresponding coefficients are $\alpha_\uparrow=G_\uparrow/v_g$ and $\alpha_\downarrow=G_\downarrow/v_g$, and $\alpha$ is their difference. The mode density times group velocity is $\Phi=n_r^2E^2/(\pi^2\hbar^3c^2)$, so $r=\Phi\alpha_\downarrow$. The label $\tau=+1$ denotes phonon-absorbing absorption and its phonon-emitting reverse. With parabolic bands, $W_\tau=E-E_g+\tau\hbar\Omega$ and $\alpha_{\uparrow,\tau}=A\beta_\tau W_\tau^2$ at low injection. The upward Bose factors are $\beta_+=\bar n$ and $\beta_-=\bar n+1$, and the downward ones are $\gamma_+=\bar n+1$ and $\gamma_-=\bar n$.

The first derivation obtained equation (2) by multiplying a Bose ratio and a Fermi ratio. The second uses neither function.

For free carriers and one phonon per transition, equations (2) and (3) have been derived by showing that the phonon energy cancels between the Bose and Fermi ratios. It remains to derive them again from the probabilities of whole crystal states, compare the assumptions, and work out the luminescence and gain of the example.

Numerical values quoted here were computed with a short program.
